# The Hartree-metric residual and the self-consistency error of the total energy

A self-consistent calculation has to be stopped at some pass. If the total energy is wanted to 1 meV, the change of density in the last pass must be turned into an energy before one can decide. The integral of the squared change does not do this, because a long-wavelength charge error costs more electrostatic energy than a short-wavelength one of the same size. Weighting each Fourier component by \(4\pi/G^2\) gives an energy. The theorem and the model calculations below show what that energy bounds, what it merely estimates, and when it misleads.

## Setting

Atomic units are used in the algebra. The cell has volume \(\Omega\) and is periodic, the number of electrons is fixed, and the occupations are fixed integers, with doubly occupied orbitals. Smeared occupations would need a free energy and are not covered. For a determinant \(\Phi\) with density \(n_\Phi\), let

\[
E[\Phi]=T[\Phi]+\int v_{\rm ext}n_\Phi+F[n_\Phi],\qquad F=E_H+E_{xc},
\]

where \(T\) is the kinetic energy and \(E_{xc}\) is an explicit functional of the density. The constant ion-ion energy is omitted. Let \(E_0\) be the minimum of \(E[\Phi]\) over determinants in the chosen basis, and \(n^*\) the density at the minimum.

One pass starts from an input density \(n_{\rm in}\) with the correct number of electrons. It forms

\[
v_{\rm in}=v_{\rm ext}+u,\qquad u=\frac{\delta F}{\delta n}\Big|_{n_{\rm in}}=v_H[n_{\rm in}]+v_{xc}[n_{\rm in}],
\]

and fills the lowest orbitals of \(-\tfrac12\nabla^2+v_{\rm in}\). They give the determinant \(\Phi_{\rm out}\), the density \(n_{\rm out}\) and the sum \(B\) of occupied eigenvalues, counted with spin. The residual is \(R=n_{\rm out}-n_{\rm in}\). Two energies can be computed from this pass:

\[
E_{KS}=E[\Phi_{\rm out}],\qquad
E_{HF}=B-\int u\,n_{\rm in}+F[n_{\rm in}].
\]

The second is the Harris-Foulkes energy. Since \(\int v_H[n_{\rm in}]n_{\rm in}=2E_H[n_{\rm in}]\), it has the familiar form \(B-E_H[n_{\rm in}]+E_{xc}[n_{\rm in}]-\int v_{xc}[n_{\rm in}]n_{\rm in}\).

**The metric.** Write \(R(\mathbf r)=\sum_{\mathbf G}R(\mathbf G)e^{i\mathbf G\cdot\mathbf r}\). Input and output hold equally many electrons, so \(R(\mathbf G=0)=0\). Poisson's equation \(\nabla^2v_H=-4\pi R\) becomes \(G^2v_H(\mathbf G)=4\pi R(\mathbf G)\). Parseval's theorem then gives

\[
E_H[R]=\frac12\int R\,v_H[R]=\frac{\Omega}{2}\sum_{\mathbf G\neq0}\frac{4\pi}{G^2}|R(\mathbf G)|^2 .
\]

This is half the squared Hartree-metric norm. The norm itself has the dimension of the square root of an energy, so half its square, and not the norm, must be compared with an energy threshold.

For two densities \(n\) and \(m\), define the part of \(F\) beyond first order,

\[
D[n,m]=F[n]-F[m]-\int\frac{\delta F}{\delta n}\Big|_{m}(n-m).
\]

It is a sum of a Hartree and an exchange-correlation part. \(E_H\) is quadratic with a symmetric kernel, so \(E_H[m+d]=E_H[m]+\int v_H[m]d+E_H[d]\), and the Hartree part of \(D[n,m]\) is \(E_H[n-m]\). The other part is called \(D_{xc}[n,m]\).

## Theorem

1. The gap between the two energies is
\[
E_{KS}-E_{HF}=E_H[R]+D_{xc}[n_{\rm out},n_{\rm in}].
\]
2. The two energies satisfy
\[
E_{KS}\ge E_0,\qquad E_{HF}\le E_0-D[n^*,n_{\rm in}].
\]
3. For the Hartree functional, \(E_{xc}=0\), it follows that \(E_{HF}\le E_0\le E_{KS}\). The width of this bracket is \(E_H[R]\), which therefore bounds the magnitude of both errors.

None of the three parts assumes a small residual.

**Proof of part 1.** The eigenvalue sum is the expectation value of the one-electron Hamiltonian, so

\[
B=T[\Phi_{\rm out}]+\int v_{\rm ext}n_{\rm out}+\int u\,n_{\rm out}.
\]

Inserting this in \(E_{HF}\) and combining the two integrals over \(u\) gives

\[
E_{HF}=T[\Phi_{\rm out}]+\int v_{\rm ext}n_{\rm out}+F[n_{\rm in}]+\int u\,R .
\]

In \(E_{KS}\) the first two terms are the same and the rest is \(F[n_{\rm out}]\). Subtraction leaves

\[
E_{KS}-E_{HF}=F[n_{\rm out}]-F[n_{\rm in}]-\int u\,R=D[n_{\rm out},n_{\rm in}],
\]

whose Hartree part is \(E_H[R]\). ∎

**Proof of parts 2 and 3.** \(E_{KS}\) is the value of \(E\) for one particular determinant, so it cannot lie below the minimum. For \(E_{HF}\), filling the lowest orbitals minimizes the one-electron energy:

\[
B=\min_\Phi\Big\{T[\Phi]+\int(v_{\rm ext}+u)n_\Phi\Big\}.
\]

The remaining terms of \(E_{HF}\) do not depend on \(\Phi\) and may be taken inside the minimum:

\[
E_{HF}=\min_\Phi\Big\{T[\Phi]+\int v_{\rm ext}n_\Phi+F[n_{\rm in}]+\int u(n_\Phi-n_{\rm in})\Big\}.
\]

By the definition of \(D\), the last two terms equal \(F[n_\Phi]-D[n_\Phi,n_{\rm in}]\). Hence

\[
E_{HF}=\min_\Phi\big\{E[\Phi]-D[n_\Phi,n_{\rm in}]\big\}.
\]

Choosing the determinant that minimizes \(E\) gives an upper bound on this minimum, which is part 2. For the Hartree functional \(D[n^*,n_{\rm in}]=E_H[n^*-n_{\rm in}]\ge0\), and part 3 follows. ∎

**Remark.** With exchange-correlation the bracket still holds whenever \(D[n^*,n_{\rm in}]\ge0\). If also \(D_{xc}[n_{\rm out},n_{\rm in}]\le0\), the gap is no larger than \(E_H[R]\), which again bounds both errors. The first condition involves the unknown \(n^*\), so in general \(E_H[R]\) is an estimate and not a guaranteed bound.

## How the gap is shared between the two errors

Near self-consistency the errors can be found separately. Suppose that in the potential made from \(n^*\) the occupied orbitals are the lowest ones, that a finite energy separates them from the empty ones, and that \(F\) is smooth at \(n^*\). Let \(\chi_0\) be the response of the density to a change of the one-electron potential, \(K=w+f_{xc}\) the second derivative of \(F\) at \(n^*\), and \(w\) the Coulomb interaction, \(w(G)=4\pi/G^2\). With \(d_{\rm in}=n_{\rm in}-n^*\) and \(d_{\rm out}=n_{\rm out}-n^*\), to first order

\[
d_{\rm out}=\chi_0Kd_{\rm in},\qquad R=d_{\rm out}-d_{\rm in}.
\]

**Lemma.** To second order in \(d_{\rm in}\), with \(\langle a|K|b\rangle=\iint aKb\),

\[
E_{HF}-E_0=\tfrac12\langle d_{\rm in}|K|R\rangle,\qquad
E_{KS}-E_0=\tfrac12\langle d_{\rm out}|K|R\rangle .
\]

**Proof.** Change the input by \(\delta n_{\rm in}\). First-order perturbation theory gives \(\delta B=\int n_{\rm out}\,\delta u\), and \(\delta F=\int u\,\delta n_{\rm in}\). The terms with \(u\,\delta n_{\rm in}\) cancel:

\[
\delta E_{HF}=\int n_{\rm out}\delta u-\int n_{\rm in}\delta u-\int u\,\delta n_{\rm in}+\int u\,\delta n_{\rm in}=\int R\,\delta u .
\]

Follow the path \(n^*+t\,d_{\rm in}\) from \(t=0\) to 1. At \(t=0\) the input is self-consistent, so \(R=0\) and part 1 gives \(E_{HF}=E_{KS}=E_0\). To leading order the residual on it is \(tR\) and \(\delta u=Kd_{\rm in}\,dt\). Since \(\int_0^1t\,dt=\tfrac12\), the first formula follows. Part 1 of the theorem gives the gap to this order as \(\tfrac12\langle R|K|R\rangle\). Adding it to the first formula and using \(d_{\rm in}+R=d_{\rm out}\) gives the second. ∎

Now take the Hartree functional, \(K=w\), and define \(A=-w^{1/2}\chi_0w^{1/2}\). The sum \(B\) is a minimum of expressions linear in the potential, hence concave in it. Its second derivative is \(\chi_0\), which is therefore symmetric and has no positive eigenvalue. So \(A\) is symmetric with eigenvalues \(a\ge0\). Let \(x=w^{1/2}d_{\rm in}\) be an eigenvector. Then

\[
w^{1/2}d_{\rm out}=-ax,\qquad w^{1/2}R=-(1+a)x,
\]

and the energies are

\[
E_H[R]=\tfrac12(1+a)^2|x|^2,\quad
E_{KS}-E_0=\tfrac12a(1+a)|x|^2,\quad
E_{HF}-E_0=-\tfrac12(1+a)|x|^2 .
\]

Dividing by the first,

\[
\frac{E_{KS}-E_0}{E_H[R]}=\frac{a}{1+a},\qquad
\frac{E_{HF}-E_0}{E_H[R]}=-\frac{1}{1+a}.
\]

The number \(a\) says how strongly the electrons respond to the field of a charge error. For \(a\gg1\), the regime of charge sloshing, the output overshoots and \(E_H[R]\) is close to the Kohn-Sham error. For \(a\ll1\) the output is already nearly right, and the Kohn-Sham error is only a small part of \(E_H[R]\). The Harris-Foulkes error behaves in the opposite way.

## A model with two electrons

Two unit ion charges, each a Gaussian of standard deviation 0.4 Å, stand 2 Å apart in a periodic cell of 4 × 4 × 6 Å. Two electrons occupy one orbital at the Gamma point. The 120 eV cutoff leaves 287 plane waves, and all energies refer to this basis. The starting density is two Gaussians of width 0.6 Å holding 1.3 and 0.7 electrons, so that charge must flow from one ion to the other. The reference \(E_0\) comes from Pulay mixing, continued until \(E_H[R]\) is below \(10^{-14}\) hartree.

With the Hartree functional, \(E_0=-2.925\) eV. The first pass gives \(E_{KS}=-0.313\) eV and \(E_{HF}=-6.717\) eV, so the gap is

\[
-0.313-(-6.717)=6.404\ \text{eV}\quad(0.2354\ \text{hartree}).
\]

The sum over \(\mathbf G\) gives the same 6.404 eV for \(E_H[R]\). The errors are +2.612 eV and −3.792 eV. The Kohn-Sham share is \(2.612/6.404=0.41\). This start is too far from self-consistency for the second-order formulas to be accurate: when the same input error is reduced to a hundredth, the share becomes 0.54.

The eigenvalues of \(A\) were found by a Lanczos method, with \(\chi_0\) built as a sum over states. The largest is \(a=2.07\), which predicts a Kohn-Sham share of \(2.07/3.07=0.67\). The sixth largest is 0.256, with a share of \(0.256/1.256=0.20\). Small input errors along these two modes, followed by one pass each, give total-energy errors with the same shares, 0.67 and 0.20.

The weight \(4\pi/G^2\) matters here. Add \(\cos(2\pi mz/L)\), with \(L=6\) Å along the line of the ions and a fixed amplitude of 0.0067 Å⁻³, about a third of the mean density, to the self-consistent density. The ratio of the gap to \(\int R^2\) is 76 eV Å³ for \(m=1\) and 5.2 eV Å³ for \(m=4\), a factor of about 15. Residuals that were pure waves would give \(4^2=16\); the actual residuals also contain the response of the electrons.

## What exchange changes

Dirac exchange, \(E_x=-\tfrac34(3/\pi)^{1/3}\int n^{4/3}\), is now added, without correlation. Because \(n^{4/3}\) is convex, \(E_x\) is concave and lies below its tangents. Hence \(D_x\le0\): exchange lowers the gap below \(E_H[R]\).

How much it does so depends on wavelength. In a uniform gas of density \(n=k_F^3/3\pi^2\), the second derivative of the exchange energy density is

\[
f_x=-\frac13\Big(\frac3\pi\Big)^{1/3}n^{-2/3}
=-\frac13\Big(\frac3\pi\Big)^{1/3}\frac{(3\pi^2)^{2/3}}{k_F^2}=-\frac{\pi}{k_F^2}.
\]

The sum \(4\pi/G^2+f_x\) vanishes at \(G=2k_F\) and is negative for shorter waves. This is a property of the local exchange functional.

In the model \(E_0\) is now −9.764 eV. Linear mixing, \(n_{\rm in}\to n_{\rm in}+0.3R\), from the same start gives, in eV:

| Pass | \(E_H[R]\) | Gap | \(E_{KS}-E_0\) | \(E_{HF}-E_0\) |
|---|---|---|---|---|
| 1 | 4.30 | 2.40 | 1.28 | −1.12 |
| 4 | 1.26e-1 | 2.61e-2 | 4.5e-3 | −2.16e-2 |
| 8 | 5.09e-3 | 6.2e-4 | 1.3e-4 | −4.9e-4 |
| 12 | 2.30e-4 | 9.2e-6 | 4.9e-6 | −4.3e-6 |

In these passes \(E_0\) lies between the two energies and \(E_H[R]\) exceeds both errors, but it becomes a poor measure of their size. It is \(4.30/1.28=3.4\) times the Kohn-Sham error at pass 1 and about 47 times at pass 12. There \(D_x=-2.21\times10^{-4}\) eV cancels 96% of \(E_H[R]\). At pass 8 a threshold of 0.001 eV on \(E_H[R]\) would ask for more passes, although the Kohn-Sham energy is already only about 0.00013 eV above \(E_0\).

The quantities in the table do not decay at one rate. For an error to which the output hardly responds, \(R\approx-d_{\rm in}\), and each pass multiplies the error by 0.7 and \(E_H[R]\) by 0.49. Between passes 8 and 12 the actual factor for \(E_H[R]\) is \((2.30\times10^{-4}/5.09\times10^{-3})^{1/4}=0.46\) per pass, while the gap falls faster, by \((9.2\times10^{-6}/6.2\times10^{-4})^{1/4}=0.35\) per pass. Which components of the residual produce the growing cancellation between \(E_H[R]\) and \(D_x\) is not determined here.

In the four passes of the table the gap follows the errors more closely, and it needs no quantity beyond those of the pass. It is not a safe criterion alone, since \(K\) may have either sign and a small gap may come from cancellation. This happens when the same run is continued. At pass 13 \(E_{HF}\) rises above \(E_0\), so the bracket is lost. At pass 14 the gap is \(4.4\times10^{-8}\) eV while the Kohn-Sham and Harris-Foulkes errors are \(9.9\times10^{-7}\) and \(9.5\times10^{-7}\) eV, and at pass 15 the gap is negative, \(-4.3\times10^{-7}\) eV. \(E_H[R]\) still exceeds both errors in these passes. These small figures result from cancellation and depend on the basis: with a 300 eV cutoff \(E_0\) moves by only 1.5 meV, but the gap is already negative at pass 14, \(-1.2\times10^{-7}\) eV. An extreme case is the input \(n^*(1+0.2\cos Gz)\), rescaled to two electrons, with \(G=9.4\) Å⁻¹. Even at the density maximum \(2k_F\) is 3.3 Å⁻¹, so this wave is short everywhere by the uniform-gas measure. One pass gives

\[
E_H[R]+D_x=0.0020-0.0320=-0.0300\ \text{eV}.
\]

The gap is negative and the bracket is lost: \(E_{HF}\) lies 0.030 eV above \(E_0\), an error 15 times \(E_H[R]\). \(E_{KS}\) also lies above \(E_0\), as it must, but by only \(4\times10^{-6}\) eV. This figure is specific to the basis: the wave couples the orbital mainly to plane waves near 9.4 Å⁻¹, while the 120 eV cutoff keeps none beyond 5.6 Å⁻¹, so most of the response is cut off. With a 500 eV cutoff, which keeps these waves, the figure rises to about \(3\times10^{-4}\) eV, still far below the Harris-Foulkes error, which remains 0.030 eV.

A stopping rule should therefore name the energy it protects. For \(E_{KS}\), \(E_H[R]\) was a cautious measure in every pass shown here, but these passes belong to one gapped, spin-restricted two-electron model. The lemma shows where it can fail. If \(\chi_0Kd_{\rm in}=\lambda d_{\rm in}\) with \(\lambda\) just below 1, which requires \(\langle d_{\rm in}|K|d_{\rm in}\rangle<0\) and signals a nearby instability, the Kohn-Sham error is proportional to \(1-\lambda\) while \(E_H[R]\) is proportional to \((1-\lambda)^2\) and becomes the smaller. A residual in the spin density is not measured by \(E_H[R]\) at all. For \(E_{HF}\) it can be too small when short waves dominate the residual, and \(D_{xc}\) should be computed beside it: a value comparable with \(E_H[R]\) shows that the Hartree metric alone no longer measures the gap.
